# Spin-projection coefficients for an exchange-coupled pair from 6j and 9j symbols: a program that tests the result

```python
"""
Spin projection for an exchange-coupled pair, H0 = J SA.SB.
Within the multiplet of total spin S, to first order in the local terms:
  g_S = cA gA + cB gB,   hyperfine: cA aA and cB aB,
  D_S = dA DA + dB DB + dAB DAB   (DAB enters as SA.DAB.SB).
With A=SA(SA+1), B=SB(SB+1), Q=S(S+1), X=Q+A-B:
  cA = X/(2Q),  dA = [3X(X-1)-4AQ]/[2Q(2S-1)(2S+3)],
  dAB = [Q^2+2Q(A+B)-3(A-B)^2]/[2Q(2S-1)(2S+3)].
Tests: explicit projected matrices, 6j and 9j symbols, and diagonalization
of the complete Hamiltonian.  Energies are frequencies in GHz.
"""
import numpy as np
from scipy import constants
from sympy import Rational
from sympy.physics.wigner import wigner_6j, wigner_9j


def spin(j):
    """Cartesian spin matrices, array of shape (3, 2j+1, 2j+1)."""
    j = float(j)
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return np.array([(raising + lowering) / 2,
                     (raising - lowering) / 2j, np.diag(m)], dtype=complex)


def embed(ops, position, dims):
    """Place the operators of one spin in the product space."""
    left = np.eye(int(np.prod(dims[:position])))
    right = np.eye(int(np.prod(dims[position + 1:])))
    return np.array([np.kron(np.kron(left, o), right) for o in ops])


def dot(u, v):
    return sum(u[i] @ v[i] for i in range(3))


def bilinear(u, tensor, v):
    return sum(tensor[i, j] * (u[i] @ v[j])
               for i in range(3) for j in range(3))


def rank2(u, v):
    """Symmetric traceless Cartesian tensor operator of u and v."""
    p = np.einsum('iab,jbc->ijac', u, v)
    q = (p + p.transpose(1, 0, 2, 3)) / 2
    trace = p[0, 0] + p[1, 1] + p[2, 2]
    for i in range(3):
        q[i, i] = q[i, i] - trace / 3
    return q


def closed_c(a, b, s):
    A, B, Q = a * (a + 1), b * (b + 1), s * (s + 1)
    return (Q + A - B) / (2 * Q)


def closed_d(a, b, s):
    A, B, Q = a * (a + 1), b * (b + 1), s * (s + 1)
    X = Q + A - B
    return (3 * X * (X - 1) - 4 * A * Q) / (
        2 * Q * (2 * s - 1) * (2 * s + 3))


def closed_dab(a, b, s):
    A, B, Q = a * (a + 1), b * (b + 1), s * (s + 1)
    return (Q**2 + 2 * Q * (A + B) - 3 * (A - B)**2) / (
        2 * Q * (2 * s - 1) * (2 * s + 3))


def reduced(j, k):
    """Reduced element of the rank-k tensor built from one spin j."""
    j = float(j)
    if k == 1:
        return np.sqrt(j * (j + 1) * (2 * j + 1))
    return np.sqrt((2*j - 1) * j * (j + 1) * (2*j + 1) * (2*j + 3) / 6)


def from_6j(a, b, s, k):
    phase = (-1)**int(a + b + s + k)
    symbol = float(wigner_6j(a, s, b, s, a, k))
    return phase * float(2*s + 1) * symbol * reduced(a, k) / reduced(s, k)


# ---- coefficients against explicit matrices and Wigner symbols ----
cases = 0
worst_matrix = worst_symbol = 0.0
for na in range(1, 6):
    for nb in range(1, 5):
        a, b = Rational(na, 2), Rational(nb, 2)
        fa, fb = na / 2, nb / 2
        dims = (na + 1, nb + 1)
        SA, SB = embed(spin(a), 0, dims), embed(spin(b), 1, dims)
        ST = SA + SB
        QA, QB, QAB, QT = (rank2(SA, SA), rank2(SB, SB),
                           rank2(SA, SB), rank2(ST, ST))
        # scalar product of rank-2 tensors of two commuting spins
        ab = dot(SA, SB)
        contraction = np.einsum('ijab,ijbc->ac', QA, QB)
        expected = ab @ ab + ab / 2 - (
            fa * (fa + 1) * fb * (fb + 1) / 3) * np.eye(len(ab))
        assert np.allclose(contraction, expected, atol=1e-10)
        cross = np.array([SA[1] @ SB[2] - SA[2] @ SB[1],
                          SA[2] @ SB[0] - SA[0] @ SB[2],
                          SA[0] @ SB[1] - SA[1] @ SB[0]])
        value, vector = np.linalg.eigh(dot(ST, ST))
        for ns in range(abs(na - nb), na + nb + 1, 2):
            if ns == 0:
                continue
            s, fs = Rational(ns, 2), ns / 2
            W = vector[:, abs(value - fs * (fs + 1)) < 1e-6]
            assert W.shape[1] == ns + 1

            def project(op):
                return W.conj().T @ op @ W

            cases += 1
            ca, cb = closed_c(fa, fb, fs), closed_c(fb, fa, fs)
            errors = [abs(project(SA) - ca * project(ST)).max(),
                      abs(project(SB) - cb * project(ST)).max(),
                      abs(project(cross)).max()]
            symbols = [from_6j(a, b, s, 1) - ca, from_6j(b, a, s, 1) - cb,
                       float(wigner_9j(a, a, 1, b, b, 1, s, s, 1))]
            for k in (1, 2):
                nine = float(wigner_9j(a, a, k, b, b, 0, s, s, k))
                six = float(wigner_6j(a, s, b, s, a, k))
                sign = (-1)**int(a + b + s + k)
                symbols.append(
                    nine - sign * six / np.sqrt((2*k + 1) * (2*fb + 1)))
            if ns == 1:
                errors += [abs(project(q)).max() for q in (QA, QB, QAB)]
            else:
                da, db = closed_d(fa, fb, fs), closed_d(fb, fa, fs)
                dab = closed_dab(fa, fb, fs)
                for q, d in ((QA, da), (QB, db), (QAB, dab)):
                    errors.append(abs(project(q) - d * project(QT)).max())
                nine = float(wigner_9j(a, a, 1, b, b, 1, s, s, 2))
                pair = (2*fs + 1) * np.sqrt(5) * nine * reduced(a, 1) \
                    * reduced(b, 1) / reduced(s, 2)
                symbols += [from_6j(a, b, s, 2) - da,
                            from_6j(b, a, s, 2) - db, pair - dab]
            worst_matrix = max(worst_matrix, max(errors))
            worst_symbol = max(worst_symbol, max(abs(x) for x in symbols))
assert worst_matrix < 1e-10
assert worst_symbol < 1e-10

# ---- worked example: round model parameters ----
sa, sb, st = 2.5, 1.0, 1.5
J0 = 6000.0
tilt_deg, field_T = 30.0, 0.3
t = np.radians(tilt_deg)
R = np.array([[np.cos(t), 0, np.sin(t)], [0, 1, 0],
              [-np.sin(t), 0, np.cos(t)]])


def zfs_tensor(D, E):
    return np.diag([-D / 3 + E, -D / 3 - E, 2 * D / 3])


DA_par, EA_par, DB_par, DAB_par = 10.0, 1.0, 60.0, -6.0
DA = zfs_tensor(DA_par, EA_par)
DB = R @ zfs_tensor(DB_par, 0.0) @ R.T
DAB = zfs_tensor(DAB_par, 0.0)
gA = 2.0 * np.eye(3)
gB_principal = np.array([2.2, 2.2, 2.3])
gB = R @ np.diag(gB_principal) @ R.T
aA = np.diag([-0.20, -0.20, -0.26])
aB = 0.10 * np.eye(3)
direction = np.array([1.0, 2.0, 2.0]) / 3
beta = constants.physical_constants['Bohr magneton in Hz/T'][0] * 1e-9

cA, cB = closed_c(sa, sb, st), closed_c(sb, sa, st)
dA, dB = closed_d(sa, sb, st), closed_d(sb, sa, st)
dAB = closed_dab(sa, sb, st)
gS = cA * gA + cB * gB
DS = dA * DA + dB * DB + dAB * DAB
AA, AB = cA * aA, cB * aB


def full_levels(J, field, hyperfine):
    """Lowest 16 levels of two electron spins and two nuclei, centred."""
    dims = (6, 3, 2, 2)
    A, B, IA, IB = [embed(spin(j), n, dims)
                    for n, j in enumerate((sa, sb, 0.5, 0.5))]
    H = J * dot(A, B) + bilinear(A, DA, A) + bilinear(B, DB, B)
    H = H + bilinear(A, DAB, B)
    b = beta * field * direction
    H = H + np.tensordot(b @ gA, A, 1) + np.tensordot(b @ gB, B, 1)
    H = H + hyperfine * (bilinear(IA, aA, A) + bilinear(IB, aB, B))
    e = np.linalg.eigvalsh(H)[:16]
    return e - e.mean()


def projected_levels(field, hyperfine):
    """All 16 levels of the projected S=3/2 Hamiltonian, centred."""
    dims = (4, 2, 2)
    S, IA, IB = [embed(spin(j), n, dims)
                 for n, j in enumerate((st, 0.5, 0.5))]
    H = bilinear(S, DS, S)
    H = H + np.tensordot(beta * field * direction @ gS, S, 1)
    H = H + hyperfine * (bilinear(IA, AA, S) + bilinear(IB, AB, S))
    e = np.linalg.eigvalsh(H)
    return e - e.mean()


principal, axes = np.linalg.eigh(DS)
order = np.argsort(abs(principal))
D = 1.5 * principal[order[2]]
E = abs(principal[order[0]] - principal[order[1]]) / 2
axis = axes[:, order[2]]
axis_angle = np.degrees(np.arctan2(axis[0], axis[2]))
axis_angle = (axis_angle + 90) % 180 - 90


def doublet_gap(levels):
    return levels[8:].mean() - levels[:8].mean()


gap_formula = 2 * np.sqrt(D**2 + 3 * E**2)
assert abs(gap_formula - doublet_gap(projected_levels(0, 0))) < 1e-9

J_values = [J0, 10 * J0, 100 * J0]
reference = projected_levels(field_T, 1)
deviation = [abs(full_levels(J, field_T, 1) - reference).max()
             for J in J_values]
# next order in 1/J leaves a small departure from the ratio ten
assert abs(deviation[1] / deviation[2] - 10) < 0.5
gaps = [doublet_gap(full_levels(J, 0, 0)) for J in J_values]
gap_errors = [abs(g - gap_formula) for g in gaps]
assert gap_errors[2] < gap_errors[1] < gap_errors[0]

# ---- printed results ----


def show(name, M, unit):
    print(f"{name} xx,yy,zz,xz = {M[0,0]:.4f}, {M[1,1]:.4f}, "
          f"{M[2,2]:.4f}, {M[0,2]:.4f} {unit}")


print(f"multiplets tested: {cases} (count)")
print(f"largest matrix error: {worst_matrix:.1e} (dimensionless)")
print(f"largest 6j/9j error: {worst_symbol:.1e} (dimensionless)")
print(f"SA = {sa}, SB = {sb}, lowest S = {st} (dimensionless)")
print("coefficients (dimensionless):")
for s in (1.5, 2.5, 3.5):
    print(f" S={s}: cA={closed_c(sa,sb,s):.6f} cB={closed_c(sb,sa,s):.6f}"
          f" dA={closed_d(sa,sb,s):.6f} dB={closed_d(sb,sa,s):.6f}"
          f" dAB={closed_dab(sa,sb,s):.6f}")
print(f"J = {J0:.0f} GHz")
print(f"site A: D = {DA_par} GHz, E = {EA_par} GHz")
print(f"site B: D = {DB_par} GHz, E = 0 GHz, tilt = {tilt_deg} deg")
print(f"pair tensor DAB: axial parameter = {DAB_par} GHz")
print(f"gA = {gA[0,0]:.2f} isotropic (dimensionless)")
print(f"gB principal = {gB_principal} (dimensionless), same tilt")
show("DA", DA, "GHz")
show("DB", DB, "GHz")
show("DAB", DAB, "GHz")
show("gB", gB, "(dimensionless)")
show("local aA", aA, "GHz")
show("local aB", aB, "GHz")
show("projected g_S", gS, "(dimensionless)")
show("projected A_A", AA, "GHz")
show("projected A_B", AB, "GHz")
show("projected D_S", DS, "GHz")
print("D_S principal values =",
      ", ".join(f"{x:.4f}" for x in principal), "GHz")
to_cm = 1e9 / (100 * constants.c)
print(f"D = {D:.4f} GHz = {D*to_cm:.5f} cm^-1")
print(f"E = {E:.4f} GHz = {E*to_cm:.5f} cm^-1")
print(f"main axis of D_S from z toward x = {axis_angle:.3f} deg")
print(f"zero-field gap, projected = {gap_formula:.4f} GHz")
for J, g in zip(J_values, gaps):
    print(f"zero-field gap, full, J={J:.0f} GHz: {g:.4f} GHz")
print(f"field = {field_T} T along (1,2,2)/3; muB/h = {beta:.6f} GHz/T")
print("levels in field, no hyperfine, centred (GHz):")
print(" projected:", np.round(projected_levels(field_T, 0)[::4], 4))
print(" full, J0: ", np.round(full_levels(J0, field_T, 0)[::4], 4))
print("largest level deviation, field and hyperfine on:")
for J, d in zip(J_values, deviation):
    print(f" J={J:.0f} GHz: {d:.6f} GHz")
print(f"deviation ratio, last two J = {deviation[1]/deviation[2]:.4f}"
      " (dimensionless)")
print("checks complete")
```

It prints:

```
multiplets tested: 56 (count)
largest matrix error: 6.4e-15 (dimensionless)
largest 6j/9j error: 4.4e-16 (dimensionless)
SA = 2.5, SB = 1.0, lowest S = 1.5 (dimensionless)
coefficients (dimensionless):
 S=1.5: cA=1.400000 cB=-0.400000 dA=1.866667 dB=0.066667 dAB=-0.466667
 S=2.5: cA=0.885714 cB=0.114286 dA=0.657143 dB=-0.114286 dAB=0.228571
 S=3.5: cA=0.714286 cB=0.285714 dA=0.476190 dB=0.047619 dAB=0.238095
J = 6000 GHz
site A: D = 10.0 GHz, E = 1.0 GHz
site B: D = 60.0 GHz, E = 0 GHz, tilt = 30.0 deg
pair tensor DAB: axial parameter = -6.0 GHz
gA = 2.00 isotropic (dimensionless)
gB principal = [2.2 2.2 2.3] (dimensionless), same tilt
DA xx,yy,zz,xz = -2.3333, -4.3333, 6.6667, 0.0000 GHz
DB xx,yy,zz,xz = -5.0000, -20.0000, 25.0000, 25.9808 GHz
DAB xx,yy,zz,xz = 2.0000, 2.0000, -4.0000, 0.0000 GHz
gB xx,yy,zz,xz = 2.2250, 2.2000, 2.2750, 0.0433 (dimensionless)
local aA xx,yy,zz,xz = -0.2000, -0.2000, -0.2600, 0.0000 GHz
local aB xx,yy,zz,xz = 0.1000, 0.1000, 0.1000, 0.0000 GHz
projected g_S xx,yy,zz,xz = 1.9100, 1.9200, 1.8900, -0.0173 (dimensionless)
projected A_A xx,yy,zz,xz = -0.2800, -0.2800, -0.3640, 0.0000 GHz
projected A_B xx,yy,zz,xz = -0.0400, -0.0400, -0.0400, -0.0000 GHz
projected D_S xx,yy,zz,xz = -5.6222, -10.3556, 15.9778, 1.7321 GHz
D_S principal values = -10.3556, -5.7602, 16.1158 GHz
D = 24.1737 GHz = 0.80635 cm^-1
E = 2.2977 GHz = 0.07664 cm^-1
main axis of D_S from z toward x = 4.556 deg
zero-field gap, projected = 48.9981 GHz
zero-field gap, full, J=6000 GHz: 48.9303 GHz
zero-field gap, full, J=60000 GHz: 48.9914 GHz
zero-field gap, full, J=600000 GHz: 48.9975 GHz
field = 0.3 T along (1,2,2)/3; muB/h = 13.996245 GHz/T
levels in field, no hyperfine, centred (GHz):
 projected: [-31.8438 -18.0761  16.8485  33.0714]
 full, J0:  [-31.8124 -18.0404  16.8129  33.0399]
largest level deviation, field and hyperfine on:
 J=6000 GHz: 0.036216 GHz
 J=60000 GHz: 0.003613 GHz
 J=600000 GHz: 0.000361 GHz
deviation ratio, last two J = 10.0023 (dimensionless)
checks complete
```
